# Gate Lever Arm of a Silicon Dot from Thermal Peak Widths: a numerical check

```python
# Result under test: a Coulomb-blockade peak through one non-degenerate level
# has FWHM w0*k*T in level energy, w0 = 4*arccosh(sqrt(2)) = 3.53, so that the
# gate lever arm is alpha = w0*k/(e*S), S = slope of gate-voltage width versus T.
# Symbols: kT thermal energy, gl and gr tunnel couplings to source and drain,
# gamma = gl + gr full lifetime width, level = level energy minus Fermi energy.
# Energies in meV, gate voltages in mV, temperatures in K, conductance in e^2/h
# unless a name says otherwise.
import numpy as np
import mpmath as mp
from scipy.constants import e, k, h, physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = k / e * 1e3                                   # meV/K
MU_B = physical_constants["Bohr magneton in eV/T"][0] * 1e3   # meV/T
W0 = 4 * np.arccosh(np.sqrt(2))


def fwhm(peak, span):
    """Full width at half maximum, position and height of a single peak."""
    found = minimize_scalar(lambda x: -peak(x), bounds=(-0.5 * span, 0.5 * span),
                            method="bounded", options={"xatol": 1e-8 * span})
    top, height = found.x, -found.fun
    left = brentq(lambda x: peak(x) - height / 2, top - span, top)
    right = brentq(lambda x: peak(x) - height / 2, top, top + span)
    return right - left, top, height


def rate_current(levels, kT, bias, gl, gr):
    """Stationary current (energy units) for an empty dot or one electron."""
    levels = np.asarray(levels, float)
    f_l = expit(-(levels - bias / 2) / kT)
    f_r = expit(-(levels + bias / 2) / kT)
    fill = gl * f_l + gr * f_r
    leave = gl * (1 - f_l) + gr * (1 - f_r)
    n = len(levels)
    m = np.zeros((n + 1, n + 1))
    m[1:, 0] = fill
    m[np.arange(1, n + 1), np.arange(1, n + 1)] = -leave
    m[0, :] = 1.0                                  # probabilities sum to one
    p = np.linalg.solve(m, np.eye(n + 1)[0])
    return np.sum(gl * (f_l * p[0] - (1 - f_l) * p[1:]))


def rate_conductance(level, kT, offsets, gl, gr):
    """Zero-bias slope; the centred difference cancels even powers of bias,
    which are present for degenerate levels with unequal couplings."""
    bias = 1e-3 * kT
    levels = level + np.asarray(offsets, float)
    forward = rate_current(levels, kT, bias, gl, gr)
    backward = rate_current(levels, kT, -bias, gl, gr)
    return 2 * np.pi * (forward - backward) / (2 * bias)


def landauer(level, kT, gl, gr):
    """Thermally averaged Lorentzian transmission, by direct quadrature."""
    gamma = gl + gr
    step = min(gamma / 10, kT / 10)
    energy = np.arange(-40 * kT, 40 * kT, step)
    slope_f = expit(energy / kT) * expit(-energy / kT) / kT
    trans = gl * gr / ((energy - level) ** 2 + gamma ** 2 / 4)
    return np.sum(trans * slope_f) * step


def dense_conductance(add_energy, kT):
    """Dot with a dense spectrum, two charge states, equal unit couplings."""
    bias, step = 1e-3 * kT, 0.1 * kT
    energy = np.arange(-60 * kT, 60 * kT, step)
    dot = expit(-(energy - add_energy) / kT)
    fill, leave = [], []
    for mu in (bias / 2, -bias / 2):
        lead = expit(-(energy - mu) / kT)
        fill.append(np.sum(lead * (1 - dot)) * step)
        leave.append(np.sum(dot * (1 - lead)) * step)
    p_empty = sum(leave) / (sum(fill) + sum(leave))
    return (fill[0] * p_empty - leave[0] * (1 - p_empty)) / bias


# ---- single level: width, height, and degenerate levels ----
gl_t, gr_t = 0.3, 0.9
for kT in (0.5, 2.0):
    width, top, height = fwhm(lambda x: rate_conductance(x, kT, [0], gl_t, gr_t),
                              10 * kT)
    assert abs(width / kT - W0) < 1e-5
    expected = 2 * np.pi * gl_t * gr_t / (gl_t + gr_t) / (4 * kT)
    assert abs(height / expected - 1) < 1e-5
    for x in (-2.0, 0.7, 3.0):
        value = rate_conductance(x * kT, kT, [0], gl_t, gr_t)
        assert abs(value / (expected / np.cosh(x / 2) ** 2) - 1) < 1e-5


def degenerate_coefficient(d):
    return 2 * np.arccosh(2 + (1 + d) / (2 * np.sqrt(d)))


for d in (2, 4):
    width, top, _ = fwhm(lambda x: rate_conductance(x, 1.0, [0] * d, gl_t, gr_t), 10)
    assert abs(width - degenerate_coefficient(d)) < 1e-5
    assert abs(top - 0.5 * np.log(d)) < 1e-4

# ---- finite bias ----
for v in (0.4, 3.0):
    width = fwhm(lambda x: rate_current([x], 1.0, v, gl_t, gr_t), 12)[0]
    assert abs(width - 2 * np.arccosh(2 + np.cosh(v / 2))) < 1e-5

# ---- dense spectrum: also linear in T, but height independent of T ----
W_DENSE = 2 * brentq(lambda x: x / np.sinh(x) - 0.5, 1, 4)
dense = [fwhm(lambda x: dense_conductance(x, kT), 10 * kT) for kT in (0.5, 2.0)]
assert abs(dense[0][0] / 0.5 - W_DENSE) < 1e-5
assert abs(dense[1][0] / 2.0 - W_DENSE) < 1e-5
assert abs(dense[0][2] / dense[1][2] - 1) < 1e-6

# ---- lifetime broadening: trigamma shape and intercept coefficient ----
for x, g in ((0.0, 0.2), (1.5, 0.2), (2.5, 1.0)):
    psi1 = mp.re(mp.psi(1, mp.mpc(0.5 + g / (4 * np.pi), x / (2 * np.pi))))
    formula = 2 * np.pi * (g / 4) * float(psi1) / (2 * np.pi ** 2)
    assert abs(landauer(x, 1.0, g / 2, g / 2) / formula - 1) < 1e-7


def first_order_shape(x):
    return float(mp.re(mp.psi(2, mp.mpc(0.5, x / (2 * np.pi))))) / (4 * np.pi ** 3)


x_half = W0 / 2
thermal_slope = -2 * np.sinh(x_half) / (2 + 2 * np.cosh(x_half)) ** 2
S_LIFE = -(first_order_shape(x_half) - first_order_shape(0) / 2) / thermal_slope
quotient = [(fwhm(lambda x: landauer(x, 1.0, g / 2, g / 2), 10)[0] - W0) / g
            for g in (0.02, 0.04)]
assert abs(2 * quotient[0] - quotient[1] - S_LIFE) < 2e-3

# ---- electrostatics from the energy of the capacitor network ----
C_GATE, C_SOURCE, C_DRAIN, C_OTHER = 4.0, 5.0, 5.0, 2.0       # aF
caps = np.array([C_GATE, C_SOURCE, C_DRAIN, C_OTHER]) * 1e-18
C_SUM = C_GATE + C_SOURCE + C_DRAIN + C_OTHER


def network_energy(electrons, gate_mV):
    """Field energy minus work done by the voltage sources, in meV."""
    volts = np.array([gate_mV * 1e-3, 0.0, 0.0, 0.0])
    island = (-electrons * e + np.sum(caps * volts)) / np.sum(caps)
    stored = 0.5 * np.sum(caps * (volts - island) ** 2)
    work = np.sum(volts * caps * (volts - island))
    return (stored - work) / e * 1e3


def addition_energy(gate_mV):
    return network_energy(1, gate_mV) - network_energy(0, gate_mV)


alpha_true = C_GATE / C_SUM
assert abs(-(addition_energy(7.0) - addition_energy(2.0)) / 5.0 - alpha_true) < 1e-9
charging = network_energy(2, 0) - 2 * network_energy(1, 0) + network_energy(0, 0)
assert abs(charging / (e / (C_SUM * 1e-18) * 1e3) - 1) < 1e-9

# ---- synthetic readings for the exercise ----
GL = GR = 0.001
GAMMA = GL + GR
VALLEY, FIELD, G_FACTOR = 0.6, 6.0, 2.0
zeeman = G_FACTOR * MU_B * FIELD
temps = np.array([0.30, 0.45, 0.60, 0.75, 0.90])
mu_zero = addition_energy(0.0)            # orbital energy puts the peak at zero
full_width, heights = [], []
for T in temps:
    result = fwhm(lambda v: landauer(addition_energy(v) - mu_zero, KB * T, GL, GR),
                  10 * KB * T / alpha_true)
    full_width.append(result[0])
    heights.append(result[2])
full_width, heights = np.array(full_width), np.array(heights)
readings = np.round(full_width, 3)

slope, intercept = np.polyfit(temps, readings, 1)
alpha_fit = W0 * KB / slope
residual = np.max(np.abs(readings - slope * temps - intercept))
dev = temps - temps.mean()
round_error = 0.0005 * np.sum(np.abs(dev)) / np.sum(dev ** 2) / slope * alpha_fit
alpha_one = W0 * KB * temps / readings
assert abs(alpha_fit / alpha_true - 1) < 0.005
assert abs(alpha_fit - alpha_true) < abs(alpha_one[0] - alpha_true)
intercept_theory = S_LIFE * GAMMA / alpha_true
assert abs(np.polyfit(temps, full_width, 1)[1] / intercept_theory - 1) < 0.2
height_ratio = heights[0] / heights[-1]
assert abs(height_ratio / (temps[-1] / temps[0]) - 1) < 0.03


# ---- neglected effects: shift of the extracted lever arm in percent ----
def alpha_shift(energy_widths):
    return 100 * (W0 * KB / np.polyfit(temps, energy_widths, 1)[0] - 1)


def thermal_peak(x, T, offsets=(0,)):
    return rate_conductance(x, KB * T, offsets, GL, GR)


levels = [0, VALLEY, zeeman, VALLEY + zeeman]
w_excited = [fwhm(lambda x: thermal_peak(x, T, levels), 10 * KB * T)[0] for T in temps]
BIAS = 0.010
w_bias = [fwhm(lambda x: rate_current([x], KB * T, BIAS, GL, GR), 10 * KB * T)[0]
          for T in temps]
T_FLOOR = 0.10
w_hot = W0 * KB * np.sqrt(temps ** 2 + T_FLOOR ** 2)
BACK_FRACTION = 0.01
background = BACK_FRACTION * thermal_peak(0.0, temps[0])
w_back = [fwhm(lambda x: thermal_peak(x, T) + background, 10 * KB * T)[0]
          for T in temps]
assert abs(alpha_shift(W0 * KB * temps)) < 1e-9

siemens = e ** 2 / h * 1e6
print(f"Single-level width coefficient w0 = {W0:.4f}")
print(f"Boltzmann constant = {KB:.6f} meV/K")
print(f"Energy width per kelvin w0*k = {W0 * KB:.5f} meV/K")
print(f"Gate capacitance = {C_GATE:.1f} aF, total = {C_SUM:.1f} aF")
print(f"Source, drain, other = {C_SOURCE:.1f}, {C_DRAIN:.1f}, {C_OTHER:.1f} aF")
print(f"Lever arm from capacitances = {alpha_true:.4f}")
print(f"Charging energy e^2/C = {charging:.2f} meV")
print(f"Couplings to source, drain = {GL:.4f}, {GR:.4f} meV")
print(f"Valley splitting = {VALLEY:.2f} meV")
print(f"Field = {FIELD:.1f} T, g = {G_FACTOR:.1f}, spin splitting = {zeeman:.3f} meV")
for T, w, g in zip(temps, readings, heights):
    print(f"T = {T:.2f} K: kT = {KB * T:.5f} meV, width = {w:.3f} mV, "
          f"height = {g * siemens:.3f} uS")
print(f"Mean temperature = {temps.mean():.3f} K")
print(f"Mean width = {readings.mean():.4f} mV")
print(f"Sum of squared T deviations = {np.sum(dev ** 2):.4f} K^2")
print(f"Sum of T deviation times width = {np.sum(dev * readings):.5f} K mV")
print(f"Fitted slope = {slope:.4f} mV/K")
print(f"Fitted intercept = {intercept:.4f} mV")
print(f"Largest residual = {residual:.5f} mV")
print(f"EXTRACTED LEVER ARM = {alpha_fit:.4f} (= {1e3 * alpha_fit:.1f} meV/V)")
print(f"Worst-case rounding error of lever arm = {round_error:.5f}")
print(f"Lever arm from coldest width alone = {alpha_one[0]:.4f}")
print(f"Lever arm from warmest width alone = {alpha_one[-1]:.4f}")
print(f"Lifetime coefficient s = {S_LIFE:.4f}")
print(f"Predicted lifetime intercept = {intercept_theory:.4f} mV")
print(f"Height ratio coldest/warmest = {height_ratio:.3f}")
print(f"Temperature ratio warmest/coldest = {temps[-1] / temps[0]:.3f}")
print(f"Gamma/kT at coldest point = {GAMMA / (KB * temps[0]):.4f}")
print(f"Valley splitting/kT at warmest = {VALLEY / (KB * temps[-1]):.2f}")
print(f"Charging energy/kT at warmest = {charging / (KB * temps[-1]):.0f}")
print(f"Width coefficient, twofold level = {degenerate_coefficient(2):.4f}")
print(f"Width coefficient, fourfold level = {degenerate_coefficient(4):.4f}")
print(f"Width coefficient, dense spectrum = {W_DENSE:.4f}")
print("Shift of extracted lever arm if the effect is ignored:")
print(f"  lifetime broadening: {alpha_shift(full_width * alpha_true):+.2f} %")
print(f"  excited spin and valley levels: {alpha_shift(w_excited):+.2f} %")
print(f"  twofold level (no field): {100 * (W0 / degenerate_coefficient(2) - 1):+.2f} %")
print(f"  fourfold level: {100 * (W0 / degenerate_coefficient(4) - 1):+.2f} %")
print(f"  source-drain bias {BIAS:.3f} mV: {alpha_shift(w_bias):+.2f} %")
print(f"  electron floor {T_FLOOR:.2f} K: {alpha_shift(w_hot):+.2f} %")
print(f"  background {100 * BACK_FRACTION:.0f} % of coldest peak: "
      f"{alpha_shift(w_back):+.2f} %")
print(f"  dense spectrum: {100 * (W0 / W_DENSE - 1):+.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Single-level width coefficient w0 = 3.5255
Boltzmann constant = 0.086173 meV/K
Energy width per kelvin w0*k = 0.30380 meV/K
Gate capacitance = 4.0 aF, total = 16.0 aF
Source, drain, other = 5.0, 5.0, 2.0 aF
Lever arm from capacitances = 0.2500
Charging energy e^2/C = 10.01 meV
Couplings to source, drain = 0.0010, 0.0010 meV
Valley splitting = 0.60 meV
Field = 6.0 T, g = 2.0, spin splitting = 0.695 meV
T = 0.30 K: kT = 0.02585 meV, width = 0.370 mV, height = 1.153 uS
T = 0.45 K: kT = 0.03878 meV, width = 0.552 mV, height = 0.774 uS
T = 0.60 K: kT = 0.05170 meV, width = 0.734 mV, height = 0.582 uS
T = 0.75 K: kT = 0.06463 meV, width = 0.917 mV, height = 0.467 uS
T = 0.90 K: kT = 0.07756 meV, width = 1.099 mV, height = 0.390 uS
Mean temperature = 0.600 K
Mean width = 0.7344 mV
Sum of squared T deviations = 0.2250 K^2
Sum of T deviation times width = 0.27345 K mV
Fitted slope = 1.2153 mV/K
Fitted intercept = 0.0052 mV
Largest residual = 0.00040 mV
EXTRACTED LEVER ARM = 0.2500 (= 250.0 meV/V)
Worst-case rounding error of lever arm = 0.00041
Lever arm from coldest width alone = 0.2463
Lever arm from warmest width alone = 0.2488
Lifetime coefficient s = 0.6678
Predicted lifetime intercept = 0.0053 mV
Height ratio coldest/warmest = 2.959
Temperature ratio warmest/coldest = 3.000
Gamma/kT at coldest point = 0.0774
Valley splitting/kT at warmest = 7.74
Charging energy/kT at warmest = 129
Width coefficient, twofold level = 3.5679
Width coefficient, fourfold level = 3.6945
Width coefficient, dense spectrum = 4.3546
Shift of extracted lever arm if the effect is ignored:
  lifetime broadening: +0.00 %
  excited spin and valley levels: -0.12 %
  twofold level (no field): -1.19 %
  fourfold level: -4.57 %
  source-drain bias 0.010 mV: +0.12 %
  electron floor 0.10 K: +1.74 %
  background 1 % of coldest peak: -3.13 %
  dense spectrum: -19.04 %
ALL CHECKS PASSED
```
